# Site correlations in a random binary alloy and in finite cells: verification in Python

```python
# Result under test: in a binary alloy with independent, equally distributed
# site variables sigma = +1 (atom A, probability x) or -1 (atom B), the mean
# product over k DISTINCT sites is m**k, where m = 2*x - 1.
# Also tested: the conditions for this, the converse, the scatter of lattice
# averages in one finite sample, and the bias at exactly fixed composition.
# N = number of sites, k = number of cluster sites. All is dimensionless.
from itertools import combinations, product
from math import comb, prod, sqrt
import numpy as np


def ensemble_mean(function, fractions):
    """Sum over all configurations of independent sites."""
    total = 0.0
    for spins in product((1, -1), repeat=len(fractions)):
        weight = prod(f if s == 1 else 1 - f for s, f in zip(spins, fractions))
        total += weight * function(spins)
    return total


def lattice_variance(cluster, shape, m):
    """Predicted variance of the cluster product averaged over translations."""
    def shift(site, t):
        return tuple((a + b) % n for a, b, n in zip(site, t, shape))
    base = {shift(site, (0,) * len(shape)) for site in cluster}
    k = len(base)
    overlaps = {tuple((a - b) % n for a, b, n in zip(p, q, shape))
                for p in base for q in base}
    total = 0.0
    for t in overlaps:
        moved = {shift(site, t) for site in base}
        total += m ** len(base ^ moved) - m ** (2 * k)
    return total / prod(shape)


def fixed_composition(n_a, n_b, k):
    """Mean k-site product when exactly n_a A and n_b B atoms are placed."""
    numerator = sum((-1) ** j * comb(n_b, j) * comb(n_a, k - j)
                    for j in range(k + 1))
    return numerator / comb(n_a + n_b, k)


x = 0.25
m = 2 * x - 1
print(f"fraction of A, x = {x:.2f} (dimensionless, as all below)")
print(f"mean site variable m = {m:.2f}")

# Main result: full configuration sums against the power law
for fraction in (0.0, 0.1, 0.25, 0.5, 0.8, 1.0):
    for k in range(1, 8):
        direct = ensemble_mean(prod, [fraction] * k)
        assert abs(direct - (2 * fraction - 1) ** k) < 1e-12
for k in range(1, 5):
    print(f"ideal correlation, k = {k}: {ensemble_mean(prod, [x] * k):.4f}")

# What happens when a condition is dropped
repeated = ensemble_mean(lambda s: s[0] * s[0] * s[1], [x, x])
assert abs(repeated - m) < 1e-12 and abs(repeated - m ** 3) > 0.1
print(f"triple product with one site repeated: {repeated:.4f}")
unequal = ensemble_mean(prod, [0.25, 0.75])
assert abs(unequal - (-0.5) * 0.5) < 1e-12 and abs(unequal) > 0.1
print(f"pair with site fractions 0.25 and 0.75: {unequal:.4f}")
linked = [(a, b, a * b) for a, b in product((1, -1), repeat=2)]
linked_single = [np.mean([s[i] for s in linked]) for i in range(3)]
linked_pairs = [np.mean([s[i] * s[j] for s in linked])
                for i, j in combinations(range(3), 2)]
linked_triple = np.mean([prod(s) for s in linked])
assert np.allclose(linked_single, 0) and np.allclose(linked_pairs, 0)
assert abs(linked_triple - 1) < 1e-12
print(f"linked spins: largest pair {max(map(abs, linked_pairs)):.4f}, "
      f"triple {linked_triple:.4f}")

# Converse: rebuild tetrahedron probabilities from the correlations alone
tetra_probability = np.zeros(5)
for spins in product((1, -1), repeat=4):
    rebuilt = sum(m ** size * prod(subset) for size in range(5)
                  for subset in combinations(spins, size)) / 2 ** 4
    direct = prod(x if s == 1 else 1 - x for s in spins)
    assert abs(rebuilt - direct) < 1e-12
    tetra_probability[spins.count(1)] += rebuilt
for n in range(5):
    assert abs(tetra_probability[n]
               - comb(4, n) * x ** n * (1 - x) ** (4 - n)) < 1e-12
    print(f"probability of {n} A atoms in tetrahedron: "
          f"{tetra_probability[n]:.6f}")

# Lattice averages on a ring: complete enumeration of all configurations
ring = 10
for fraction in (0.25, 0.6):
    mean_spin = 2 * fraction - 1
    for cluster in ((0, 1), (0, 5), (0, 1, 3), (0, 1, 2, 5)):
        def lattice_average(s):
            return sum(prod(s[(c + t) % ring] for c in cluster)
                       for t in range(ring)) / ring
        first = second = 0.0
        for spins in product((1, -1), repeat=ring):
            n_a = spins.count(1)
            weight = fraction ** n_a * (1 - fraction) ** (ring - n_a)
            value = lattice_average(spins)
            first += weight * value
            second += weight * value ** 2
        k = len(cluster)
        predicted = lattice_variance([(c,) for c in cluster], (ring,),
                                     mean_spin)
        assert abs(first - mean_spin ** k) < 1e-11
        assert abs(second - first ** 2 - predicted) < 1e-11
        assert predicted <= (k * k - k + 1) / ring

# Random fcc samples; integer coordinates along the primitive vectors
length, samples = 20, 400
shape = (length,) * 3
sites = length ** 3
tetrahedron = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
for p, q in combinations(tetrahedron, 2):
    distance = np.linalg.norm((np.array(p) - np.array(q)) @ primitive)
    assert abs(distance - 1 / sqrt(2)) < 1e-12  # nearest neighbours
rng = np.random.default_rng(12345)
averages = np.empty((samples, 3))
for sample in range(samples):
    spins = np.where(rng.random(shape) < x, 1, -1)
    running = spins.copy()
    for axis in range(3):
        running = running * np.roll(spins, -1, axis=axis)
        averages[sample, axis] = running.mean()
print(f"fcc sample: {sites} sites, number of samples {samples}")
for column, name in enumerate(("pair", "triangle", "tetrahedron")):
    k = column + 2
    sigma = sqrt(lattice_variance(tetrahedron[:k], shape, m))
    mean = averages[:, column].mean()
    scatter = averages[:, column].std(ddof=1)
    # five standard errors for the mean; about four for the scatter
    assert abs(mean - m ** k) < 5 * sigma / sqrt(samples)
    assert abs(scatter / sigma - 1) < 0.15
    print(f"{name}: first sample {averages[0, column]:.5f}, "
          f"mean of samples {mean:.5f}")
    print(f"{name}: standard deviation predicted {sigma:.5f}, "
          f"found {scatter:.5f}")

# Exactly fixed composition: all arrangements of 4 A atoms on 16 sites
cell, atoms_a = 16, 4
chosen = (0, 3, 7, 12)
arrangements = [set(a) for a in combinations(range(cell), atoms_a)]
print(f"fixed cell: {cell} sites, {atoms_a} A atoms, "
      f"{len(arrangements)} arrangements")
for k in range(1, 5):
    direct = sum(prod(1 if site in a else -1 for site in chosen[:k])
                 for a in arrangements) / len(arrangements)
    assert abs(direct - fixed_composition(atoms_a, cell - atoms_a, k)) < 1e-12
    if k == 2:
        assert abs(direct - (m ** 2 - (1 - m ** 2) / (cell - 1))) < 1e-12
    print(f"fixed-cell correlation, k = {k}: {direct:.6f}, "
          f"shift from ideal {direct - m ** k:.6f}")

# Leading 1/N bias in a large cell; the remainder times N is of order 1/N
large = 4000
for k in range(2, 5):
    scaled = large * (fixed_composition(large // 4, 3 * large // 4, k)
                      - m ** k)
    leading = -k * (k - 1) / 2 * m ** (k - 2) * (1 - m ** 2)
    assert abs(scaled - leading) < 0.01
    print(f"N times bias, k = {k}: at N = {large} {scaled:.4f}, "
          f"leading term {leading:.4f}")

print("PASS")
```

Output:

```
fraction of A, x = 0.25 (dimensionless, as all below)
mean site variable m = -0.50
ideal correlation, k = 1: -0.5000
ideal correlation, k = 2: 0.2500
ideal correlation, k = 3: -0.1250
ideal correlation, k = 4: 0.0625
triple product with one site repeated: -0.5000
pair with site fractions 0.25 and 0.75: -0.2500
linked spins: largest pair 0.0000, triple 1.0000
probability of 0 A atoms in tetrahedron: 0.316406
probability of 1 A atoms in tetrahedron: 0.421875
probability of 2 A atoms in tetrahedron: 0.210938
probability of 3 A atoms in tetrahedron: 0.046875
probability of 4 A atoms in tetrahedron: 0.003906
fcc sample: 8000 sites, number of samples 400
pair: first sample 0.23600, mean of samples 0.24887
pair: standard deviation predicted 0.01281, found 0.01268
triangle: first sample -0.12075, mean of samples -0.12404
triangle: standard deviation predicted 0.01258, found 0.01316
tetrahedron: first sample 0.06900, mean of samples 0.06092
tetrahedron: standard deviation predicted 0.01192, found 0.01289
fixed cell: 16 sites, 4 A atoms, 1820 arrangements
fixed-cell correlation, k = 1: -0.500000, shift from ideal 0.000000
fixed-cell correlation, k = 2: 0.200000, shift from ideal -0.050000
fixed-cell correlation, k = 3: -0.042857, shift from ideal 0.082143
fixed-cell correlation, k = 4: -0.019780, shift from ideal -0.082280
N times bias, k = 2: at N = 4000 -0.7502, leading term -0.7500
N times bias, k = 3: at N = 4000 1.1257, leading term 1.1250
N times bias, k = 4: at N = 4000 -1.1256, leading term -1.1250
PASS
```
